\section*{Where a bulk diffusion profile gives way to the grain-boundary tail}

\section*{Problem}

A polycrystal is annealed with its surface held at a constant solute concentration. Thin sections are then removed parallel to the surface, and the mean concentration of each is measured. Near the surface the profile follows bulk diffusion. Deeper down it has a weak, slowly falling tail, fed by solute that ran along grain boundaries and leaked sideways into the grains.

Model the boundaries as parallel planes normal to the surface, a distance $d$ apart. Let $D$ be the bulk diffusivity, $D_b$ the boundary diffusivity, $\delta$ the boundary width and $t$ the annealing time. The concentration inside a boundary is $s$ times that in the grain beside it, with $s$ constant.

\begin{enumerate}
\item Find the equation for the depth $y_*$ at which the bulk and leaked contributions to the section mean are equal, using Fisher's description of the leak. Show when it has a single solution.
\item Give a way to solve it by hand, and find how $y_*$ responds to $d$, $D_b$ and $t$.
\item Evaluate $y_*$ for silver entering copper near $773$~K for one day.
\item Determine how far Fisher's approximations displace the answer.
\end{enumerate}

\section*{Solution}

\subsection*{1. The two contributions}

Let $y$ be depth, $x$ the distance from a boundary and $c_0$ the concentration held at the surface on the grain side. The diffusion length is $\ell=\sqrt{Dt}$. The boundaries are isolated when $d\gg\ell$, so that the leaked fields of neighbours do not overlap. The solute stored inside a boundary is negligible beside the leaked solute when $s\delta\ll\ell$. The specimen is taken to be much thicker than the tail is long.

Without boundaries, the solution of the diffusion equation with a fixed surface value is
\begin{equation}
c_{\rm bulk}=c_0\,\mathrm{erfc}(u),\qquad u=\frac{y}{2\ell}.
\end{equation}
The boundaries occupy a negligible part of a section, so this is also the bulk contribution to the section mean.

Fisher's description treats the sideways leak as one-dimensional diffusion from a wall whose concentration $c_b(y)$ has been constant during the anneal:
\begin{equation}
c(x,y)=c_b(y)\,\mathrm{erfc}\!\left(\frac{|x|}{2\ell}\right).
\end{equation}
Since $\mathrm{erfc}'(0)=-2/\sqrt\pi$, the gradient at the wall is $-c_b/(\sqrt\pi\,\ell)$. Each of the two adjoining grains therefore receives a flux $Dc_b/(\sqrt\pi\,\ell)$.

The boundary contains the concentration $sc_b$ and carries a current $-s\delta D_b c_b'$ per unit length of its trace. With storage neglected, the loss of this current with depth must equal the flux into both grains. Writing $P=s\delta D_b$,
\begin{equation}
P c_b''=\frac{2D}{\sqrt\pi\,\ell}\,c_b .
\end{equation}
The solution that equals $c_0$ at the surface and vanishes at great depth is
\begin{equation}
c_b=c_0e^{-y/L},\qquad L^2=\frac{\sqrt\pi\,\ell P}{2D}.
\end{equation}
With the dimensionless ratio $\beta=P/(2D\ell)$ this becomes $L=\pi^{1/4}\sqrt\beta\,\ell$. A large $\beta$ means that the tail extends far beyond the bulk diffusion length.

To average the leaked solute, integrate over both sides of one boundary and divide by $d$. Integration by parts gives $\int_0^\infty\mathrm{erfc}(z)\,dz=(2/\sqrt\pi)\int_0^\infty z e^{-z^2}dz=1/\sqrt\pi$. With $x=2\ell z$,
\begin{equation}
\bar c_{\rm leak}=\frac{2c_b}{d}\,\frac{2\ell}{\sqrt\pi}
=c_0\,\varepsilon e^{-y/L},\qquad
\varepsilon=\frac{4\ell}{\sqrt\pi\,d}.
\end{equation}
Setting the two contributions equal gives
\begin{equation}
\boxed{\ \mathrm{erfc}(u_*)=\varepsilon e^{-\kappa u_*},\qquad
\kappa=\frac{2\ell}{L},\qquad y_*=2\ell u_*\ }
\label{cross}
\end{equation}

\paragraph{One solution.} Define $F(u)=\ln\mathrm{erfc}(u)+\kappa u-\ln\varepsilon$, the logarithm of the ratio of bulk to leaked solute. Its first derivative is
\begin{equation}
F'=\kappa-h,\qquad h(u)=\frac{2}{\sqrt\pi}\frac{e^{-u^2}}{\mathrm{erfc}(u)} .
\end{equation}
Differentiating $\ln h$ gives $h'/h=-2u+h$, so $F''=-h(h-2u)$. For $u>0$,
\begin{equation}
\int_u^\infty e^{-v^2}dv<\int_u^\infty\frac{v}{u}\,e^{-v^2}dv=\frac{e^{-u^2}}{2u},
\end{equation}
which means $h>2u$. At $u=0$ this holds too, because $h(0)=2/\sqrt\pi$. Thus $F$ is concave, and $F'<\kappa-2u$ carries it to $-\infty$.

If $\varepsilon<1$, then $F(0)=-\ln\varepsilon>0$. A concave function that starts positive and tends to $-\infty$ crosses zero once. At the crossing $F'<0$, hence $h>\kappa$: the bulk profile falls faster there than the tail. The condition $\varepsilon<1$ means $d>2.26\,\ell$. It is weaker than the isolation condition $d\gg\ell$, so it holds throughout the intended regime.

\subsection*{2. Hand solution and sensitivities}

Put $r=\sqrt{u^2+4/\pi}$. A convenient replacement for the error function is the upper bound
\begin{equation}
\mathrm{erfc}(u)\le\frac{2e^{-u^2}}{\sqrt\pi\,(u+r)}\qquad(u\ge0).
\label{bound}
\end{equation}
To prove it, let $E$ be the right side minus the left. Then $E(0)=0$ and $E(\infty)=0$. Using $(u+r)'=(u+r)/r$,
\begin{equation}
E'=\frac{2e^{-u^2}}{\sqrt\pi}\left[1-\frac{2u}{u+r}-\frac{1}{r(u+r)}\right]
=\frac{2e^{-u^2}}{\sqrt\pi}\,\frac{r^2-ur-1}{r(u+r)} .
\end{equation}
With $k=4/\pi$, both $r^2-1=u^2+k-1$ and $ur$ are non-negative, so they may be compared through their squares:
\begin{equation}
(u^2+k-1)^2-u^2(u^2+k)=(k-1)^2-(2-k)u^2 .
\end{equation}
This is positive for small $u$ and negative for large $u$. Hence $E$ rises from zero and then falls back to zero, and is never negative. On a fine grid from $u=0.001$ to $20$, the bound exceeds $\mathrm{erfc}$ by less than $5.9\%$ of the value of $\mathrm{erfc}$.

Substituting the bound into (\ref{cross}) and taking logarithms gives a formula to iterate:
\begin{equation}
u_{n+1}=\left\{\ln\frac1\varepsilon+\kappa u_n-
\ln\!\left[\frac{\sqrt\pi}{2}(u_n+r_n)\right]\right\}^{1/2},\quad
u_0=\sqrt{\ln(1/\varepsilon)} .
\label{hand}
\end{equation}
The formula is meant for small $\varepsilon$, as in the isolated regime. When $\kappa$ is small and $\varepsilon$ exceeds about one half, the quantity under the root can turn negative. If the iteration converges, its limit is not shallower than the true root. At the limit the bound equals the tail, so $\mathrm{erfc}$ is no greater than the tail, and this happens only at $u\ge u_*$.

For the sensitivities, differentiate the logarithm of (\ref{cross}):
\begin{equation}
-h\,du_*=d\ln\varepsilon-\kappa\,du_*-u_*\,d\kappa
\quad\Rightarrow\quad
du_*=\frac{-d\ln\varepsilon+u_*\,d\kappa}{h-\kappa},
\label{sens}
\end{equation}
with $h$ taken at $u_*$. Three consequences follow.

\begin{itemize}
\item At fixed $D$, $t$ and $P$, only $\varepsilon\propto1/d$ changes with spacing, and $du_*/d\ln d=1/(h-\kappa)$. Wider spacing moves the crossover deeper.
\item At fixed $D$, $t$ and $d$, $\kappa\propto P^{-1/2}$. Therefore $d\ln y_*/d\ln P=-\kappa/[2(h-\kappa)]$, which is small when $\beta$ is large.
\item At fixed $D$, $P$ and $d$, $\varepsilon\propto t^{1/2}$ and $\kappa\propto t^{1/4}$. Adding the factor $\ell\propto t^{1/2}$ in $y_*$,
\begin{equation}
\frac{d\ln y_*}{d\ln t}=\frac12+\frac{\kappa u_*/4-1/2}{u_*(h-\kappa)} .
\end{equation}
\end{itemize}
The crossover advances more slowly than $\sqrt t$ as long as $\kappa u_*<2$. Its bulk part spreads as $\sqrt t$, but the leaked amount grows as well and overtakes the bulk profile at a smaller $u$.

\subsection*{3. Silver in copper}

A silver film covers coarse-grained copper and holds the copper surface at the solubility limit, roughly $1$ at.\%. Rough typical values near $773$~K are $D=5\times10^{-14}$~cm$^2$/s and $D_b=10^{-7}$~cm$^2$/s, with $s=10$ and $\delta=0.5$~nm. The spacing is $d=50~\mu$m and $t=86400$~s.

The product $P=s\delta D_b$ is $5\times10^{-14}$~cm$^3$/s, and $\ell=\sqrt{Dt}=0.657~\mu$m. It follows that $\beta=7.6\times10^3$ and $L=76~\mu$m. The two parameters of (\ref{cross}) are
\begin{equation}
\varepsilon=\frac{4(0.657)}{1.772\,(50)}=0.0297,\qquad
\kappa=\frac{2(0.657)}{76.3}=0.0172 .
\end{equation}
The isolation condition is well met, since $d/\ell=76$. So is the storage condition, since $s\delta/\ell=0.008$.

The hand iteration starts from $u_0=\sqrt{3.518}=1.876$, for which $r_0=2.189$. Then
\begin{equation}
u_1=\sqrt{3.518+0.032-\ln(0.886\times4.065)}=\sqrt{2.269}=1.506,
\end{equation}
followed by $1.563$ and $1.554$. The limit, $1.555$, corresponds to $2.045~\mu$m. Solving (\ref{cross}) with the true error function gives
\begin{equation}
u_*=1.545,\qquad y_*=2(0.657)(1.545)~\mu{\rm m}=2.03~\mu{\rm m}.
\end{equation}
The hand result is deeper by $0.7\%$, on the side that the bound requires. In Fisher's description each contribution at $y_*$ is $0.029\,c_0$, so their sum is twice the bulk profile.

The change is gradual. In Fisher's description the leaked solute is one tenth of the bulk contribution at $0.98~\mu$m, and the bulk contribution is one tenth of the leaked solute at $2.77~\mu$m. Allowing for the solute already in the grain, as in part 4, moves the first depth to about $1.13~\mu$m and hardly changes the second. For these parameters, a tail fit that tolerates at most that much bulk solute must start at about $2.8~\mu$m or deeper.

At the root $h=3.59$. Doubling the number of boundaries changes $u_*$ by about $-0.28\ln2=-0.19$. The sensitivity to $P$ is much weaker; in Fisher's description $d\ln y_*/d\ln P=-0.0172/(2\times3.57)=-0.0024$. The crossover depth is thus a poor measure of $D_b$ here. It reports mainly $\ell$ and $d$; the information on $D_b$ lies in the decay of the tail. The time exponent is $0.41$.

\subsection*{4. The error of Fisher's description}

Fisher's field assumes a steady wall concentration and ignores solute that the grain has already received from the surface through the bulk. Both assumptions can be removed for an isolated, thin boundary without storage. Measure lengths in $\ell$, time $\tau$ in units of the full annealing time, and concentration in $c_0$. Write $c=B+w$, where $B=\mathrm{erfc}[y/(2\sqrt\tau)]$ is the bulk profile and $w$ the excess due to the boundary. For $x>0$,
\begin{equation}
w_\tau=w_{xx}+w_{yy},\qquad w(y=0)=0,\qquad w(\tau=0)=0 .
\end{equation}
The boundary balance $Pc_{yy}+2Dc_x=0$ becomes $\beta c_{yy}+c_x=0$ in these units. Since $B$ does not depend on $x$,
\begin{equation}
\beta w_{yy}+w_x=-\beta B_{yy}\qquad(x=0^+).
\label{wall}
\end{equation}

Take the sine transform $\hat w=\int_0^\infty w\sin(my)\,dy$. Two integrations by parts turn $w_{yy}$ into $-m^2\hat w$, and $B_{yy}$ into $m-m^2\hat B$ because $B=1$ at the surface. From $B_\tau=B_{yy}$ one finds $\hat B=(1-e^{-m^2\tau})/m$, so $B_{yy}$ transforms to $me^{-m^2\tau}$.

A Laplace transform in time, with variable $p$ and $q^2=p+m^2$, gives $\hat w=Ae^{-qx}$. The source in (\ref{wall}) becomes $-\beta m/q^2$, hence
\begin{equation}
(\beta m^2+q)A=\frac{\beta m}{q^2},\qquad
\hat W=2\int_0^\infty\hat w\,dx=\frac{2\beta m}{q^3(q+\beta m^2)} ,
\end{equation}
where $W$ is the excess solute on both sides of one boundary.

To invert, let $\sigma=q^2$ and $a=\beta m^2$. Replacing $p$ by $\sigma=p+m^2$ contributes a factor $e^{-m^2\tau}$. The rest separates as
\begin{equation}
\frac{1}{\sigma^{3/2}(\sqrt\sigma+a)}=\frac{1}{a\sigma^{3/2}}-\frac{1}{a^2\sigma}
+\frac{1}{a^2\sqrt\sigma(\sqrt\sigma+a)} .
\end{equation}
The first two terms invert through $\sigma^{-3/2}\to2\sqrt{\tau/\pi}$ and $\sigma^{-1}\to1$. For the third, $f=e^{a^2\tau}\mathrm{erfc}(a\sqrt\tau)$ obeys $f'=a^2f-a/\sqrt{\pi\tau}$ with $f(0)=1$. Its transform is therefore $(1-a/\sqrt\sigma)/(\sigma-a^2)=1/[\sqrt\sigma(\sqrt\sigma+a)]$, as needed. At $\tau=1$,
\begin{align}
W(y)&=\frac{4\beta}{\pi}\int_0^\infty m\sin(my)\,e^{-m^2}G(\beta m^2)\,dm,\\
G(a)&=\frac{1}{a^2}\left[\frac{2a}{\sqrt\pi}-1+e^{a^2}\mathrm{erfc}(a)\right].
\end{align}
The corrected crossover satisfies $\mathrm{erfc}(u)=W(2u)\,\ell/d$.

\paragraph{The limit of very fast boundaries.} For $\beta\to\infty$, $\beta G\to2/(\sqrt\pi\,m^2)$. The remaining integral $I(y)=\int_0^\infty m^{-1}\sin(my)e^{-m^2}dm$ has $I'=(\sqrt\pi/2)e^{-y^2/4}$ and $I(0)=0$, so $I=(\pi/2)\,\mathrm{erf}(y/2)$ and
\begin{equation}
W\to\frac{4}{\sqrt\pi}\,\mathrm{erf}\!\left(\frac y2\right).
\end{equation}
Fisher's amount in the same limit is $4/\sqrt\pi$. The extra factor has a direct meaning. The wall is at $c_0$, but the grain has already been filled to $c_0\,\mathrm{erfc}(u)$, and the boundary can supply only the difference. Equality now requires $\mathrm{erfc}(u)=\varepsilon[1-\mathrm{erfc}(u)]$, or
\begin{equation}
\mathrm{erfc}(u)=\frac{\varepsilon}{1+\varepsilon},
\end{equation}
whereas Fisher gives $\mathrm{erfc}(u)=\varepsilon$. A small error thus remains even at infinite $\beta$. By (\ref{sens}), for $\varepsilon=0.0297$ it is about $0.28\ln(1.0297)/1.545=0.5\%$ of the depth.

\paragraph{The example.} The corrected crossover is $2.045~\mu$m, so Fisher's depth is too small by $0.7\%$. At Fisher's $y_*$ the corrected leaked solute is $0.962$ of his value. The factor $\mathrm{erf}(u_*)=0.971$ accounts for most of the deficit. Just below the crossover the ratio rises, to about $0.99$ near $3~\mu$m, because the grain there holds little bulk solute. Farther down it falls, and at $y=L$ it is $0.70$. His formula serves for locating the crossover here, but that success does not extend to extracting $D_b$ from the tail: reading $P$ from the mean logarithmic slope between $0.5L$ and $1.5L$ with his expression for $L$ would give only about half the true value.

A separate two-dimensional finite-volume calculation of the periodic array, with boundary storage included, places the depth where the total mean is twice the bulk profile at $2.042~\mu$m.

\paragraph{Other values of $\beta$.} The table keeps $\varepsilon=0.0297$, and therefore $d/\ell=76$, fixed. Depths are in units of $\ell$; the error is relative to the corrected depth.

\begin{center}
\begin{tabular}{rccc}
\hline
$\beta$ & Fisher & corrected & error \\
\hline
$1$ & $4.71$ & $5.00$ & $-5.7\%$\\
$10$ & $3.52$ & $3.65$ & $-3.6\%$\\
$100$ & $3.21$ & $3.26$ & $-1.7\%$\\
$1000$ & $3.12$ & $3.15$ & $-0.9\%$\\
\hline
\end{tabular}
\end{center}

The finite-volume calculation at $\beta=10$, run without boundary storage, also gives $3.65$. Across these cases Fisher's estimate is too shallow because his leaked amount at the crossover is too large. The depth error stays modest since the error function falls steeply: by (\ref{sens}), an error in the leaked amount enters through its logarithm, divided by $h-\kappa$. At $\beta=1$ the crossover is harder to observe, because each contribution there is only about $4\times10^{-4}c_0$.

\subsection*{The model beside a real specimen}

The material values above are rough, and $y_*$ is far more sensitive to $D$ than to $P$: at fixed $P$, $d$ and $t$, $\varepsilon\propto D^{1/2}$ and $\kappa\propto D^{3/4}$, so (\ref{sens}) with the factor $\ell\propto D^{1/2}$ makes $y_*$ vary nearly as $D^{0.41}$, and doubling $D$ deepens the crossover by about a third. Real grains are not slabs. Columnar grains of square section with side $d$ have twice the boundary length per unit area, which in Fisher's description lowers $y_*$ by $13\%$ to $1.76~\mu$m. With rough activation energies of $2.0$~eV for $D$ and $0.7$~eV for $P$, a furnace $5$~K hotter raises it by $8\%$. Dislocations at $10^6$~cm$^{-2}$, treated as pipes of radius $0.5$~nm with the boundary's $s$ and $D_b$ and a quasi-steady logarithmic field reaching out to $2\ell$, add roughly $8\%$ to the leaked solute at $y_*$ and lower the depth by a little over $1\%$. Their share grows in proportion to their density: at $10^7$~cm$^{-2}$ it is about $80\%$ of the leaked solute and the depth falls by about $11\%$, so the model needs well-annealed grains. Sections $0.2~\mu$m thick shift it by $0.2\%$. Saturation of the boundary sites, estimated as a $17\%$ fall in $P$, shifts it by less than $0.1\%$. The source must also last: Fisher's field implies an uptake equivalent to about $30$~nm of silver film, if equal atomic volumes are assumed. His tail is too strong at depth, so this overstates the need; the corrected field of part 4 gives about $24$~nm for the slabs. With the doubled boundary length of the square columns it gives about $40$~nm. A silver atom in fact occupies about $1.45$ times the volume of a copper atom, which raises these two values to about $34$ and $58$~nm, and the film must be thicker than the one that applies. Boundaries that migrate during the anneal break the model in a way not sized here. The numerical output lists the values behind most of these estimates.

\section*{Numbers as computed}
\begin{verbatim}
D = 5.0e-14 cm2/s, D_b = 1.0e-07 cm2/s (rough)
s = 10, delta = 0.5 nm, d = 50 um
t = 86400 s, T = 773 K, solubility = 1.0 at.%
P = s delta D_b = 5.00e-14 cm3/s
sqrt(Dt) = 0.6573 um
beta = 7607, d/sqrt(Dt) = 76.1
s delta/sqrt(Dt) = 7.61e-03
Fisher decay length L = 76.32 um
eps = 0.02967, kappa = 0.01722
root u* = 1.5450
crossover depth y* = 2.031 um
each contribution at y* = 0.02889 c0
hand iterates u0..u3 = 1.8756, 1.5062, 1.5634, 1.5541
hand limit u = 1.5554, depth = 2.045 um
largest excess of erfc bound = 5.83 %
tail = 0.1 bulk at 0.978 um
bulk = 0.1 tail at 2.772 um
h(u*) = 3.5894, du*/dln(eps) = -0.2799
dln(y*)/dln(t) = 0.4106
-- full thin-boundary theory --
crossover = 2.045 um, 2D grid = 2.042 um
Fisher depth error = -0.67 %
erf(u*) = 0.9711
full/Fisher leaked solute at y* = 0.9624
full/Fisher leaked solute at L = 0.6971
-- scan at the same eps, depths in sqrt(Dt) --
beta 1: Fisher 4.713, full 4.995, error -5.65 %
beta 10: Fisher 3.518, full 3.649, error -3.58 %
beta 100: Fisher 3.208, full 3.262, error -1.68 %
beta 1000: Fisher 3.116, full 3.145, error -0.91 %
2D grid at beta 10: 3.647 sqrt(Dt)
-- neglected effects, change of y* --
solute held in boundary / leaked = 0.34 %
dislocations 1e+06 /cm2, core 0.5 nm
pipe decay length = 4.44 um
pipe / boundary solute at y* = 7.5 %
pipes: -1.33 %
square grain network: -13.23 %, y = 1.762 um
sections 0.2 um thick: 0.19 %
rough activation energies: D 2.0 eV, P 0.7 eV
furnace 5 K hotter: 8.25 %
saturation: P falls by 17.4 %, y* 0.048 %
uptake/c0: bulk 0.742 um, tail 2.264 um
silver film used (equal atomic volumes) = 30.1 nm
\end{verbatim}
